# State-Specific Density Functionals of the Asymmetric Hubbard Dimer

## Problem

Two electrons occupy two sites with hopping $t>0$, on-site repulsion $U>0$ and site potentials $-\Delta v/2$ and $+\Delta v/2$. The density is described by $\rho=(n_2-n_1)/2$, so that $H=T+W+\Delta v\,\hat\rho$, where $T$ is the hopping and $W$ the repulsion.

Only singlets are considered. The triplet, with energy $0$ at every $\Delta v$, is left out, and "first excited" means the middle one of the three singlets. In the basis (both electrons on site 1, both on site 2, covalent singlet),

$$
H=\begin{pmatrix}U-\Delta v&0&-\sqrt2\,t\\0&U+\Delta v&-\sqrt2\,t\\-\sqrt2\,t&-\sqrt2\,t&0\end{pmatrix}.
$$

The factor $\sqrt2$ arises because a doubly occupied site couples with $-t$ to each of the two parts of the covalent singlet, and each part has amplitude $1/\sqrt2$.

A state-specific functional $F(\rho)$ is a stationary value, not necessarily the minimum, of $\langle T+W\rangle$ over normalized real singlets of density $\rho$. Construct it for the first excited singlet: find its domain and its value or values. Evaluate it at $t=1$, $U=4$, $\rho=-0.5$, and show how it returns the energy $E_1(\Delta v)$.

## A tempting solution

Expanding the determinant of $H-E$ gives

$$
-E\left[(U-E)^2-\Delta v^2\right]-4t^2(U-E)=0 .
$$

At $E=0$ the left side is $-4t^2U\ne0$, so we may divide by $E$:

$$
\Delta v^2=(U-E)^2+\frac{4t^2(U-E)}{E}=(U-E)\left(U-E+\frac{4t^2}{E}\right). \tag{1}
$$

The first excited singlet of the symmetric dimer has $E=U$. Near it, (1) reads $\Delta v^2\approx4t^2(U-E)/U$, so

$$
E_1\approx U-\frac{U\Delta v^2}{4t^2},\qquad \rho=\frac{dE_1}{d\Delta v}\approx-\frac{U\Delta v}{2t^2}.
$$

A stronger potential makes the dimer more lopsided, so $|\rho|$ grows with $|\Delta v|$ until both electrons share a site. Each $\rho$ in $(-1,1)$ therefore belongs to one potential, as in the ground state. Inserting $\Delta v=-2t^2\rho/U$ gives

$$
F=E_1-\Delta v\,\rho\approx U-\frac{t^2\rho^2}{U}+\frac{2t^2\rho^2}{U}=U+\frac{t^2\rho^2}{U}.
$$

The functional would be single-valued and convex on $(-1,1)$, with $F(-0.5)\approx4.0625$.

## The fault

The expansion is right for small $\Delta v$. The fault is the claim that $|\rho|$ keeps growing. For $\Delta v\gg U,t$ the three singlets have energies near $-\Delta v$, $0$ and $+\Delta v$. The middle one is the covalent singlet, with one electron on each site and $\rho\to0$. The density thus starts at zero, moves away and returns.

The ground-state argument does not carry over. With $w_m=\langle m|\hat\rho|j\rangle$, second-order perturbation theory for level $j$ gives

$$
E_j''=-2\sum_{m\ne j}\frac{w_m^2}{g_m},\qquad g_m=E_m-E_j, \tag{2}
$$

where primes on $E_j$ and $\rho_j$ denote derivatives with respect to $\Delta v$. For the ground state both gaps are positive and $E_0''<0$. For the highest singlet both are negative and $E_2''>0$. For the middle singlet the gaps have opposite signs, and $E_1''=\rho_1'$ may change sign.

The inequalities are strict. If both $w_m$ vanished, the state would be an eigenvector of $\hat\rho$, hence a single basis configuration, and hopping prevents that from being an eigenstate of $H$.

## Correct construction

**All stationary points are eigenstates.** Let the amplitudes be $(a,b,c)$, so that $\rho=b^2-a^2$. For $0<|\rho|<1$ the state $\psi$ is not an eigenvector of $\hat\rho$, so $\psi$ and $\hat\rho\psi$ are independent and Lagrange multipliers apply. They give $(T+W+\Delta v\,\hat\rho)\psi=E\psi$: each stationary state is an eigenstate for some $\Delta v$, with $F=E-\Delta v\,\rho$.

The ground-state density falls strictly from $1$ to $-1$ as $\Delta v$ runs from $-\infty$ to $\infty$, and that of the highest singlet rises strictly from $-1$ to $1$. Each supplies one stationary value at every $\rho$ in $(-1,1)$. What remains belongs to the middle singlet.

**Energy as the parameter.** On $0<E\le U$ the right side of (1) falls strictly from $\infty$ to $0$, so each $|\Delta v|$ has one root there. The product of the three roots is $\det H=-4t^2U<0$, so the other two have opposite signs. Their sum with this root is the trace $2U$, so the positive one exceeds $U$. The root in $(0,U]$ is therefore $E_1$.

Differentiating (1), written as $\Delta v^2=(U-E)^2+4t^2U/E-4t^2$, gives $2\Delta v=-2D\,dE/d\Delta v$ and hence

$$
\rho=-\frac{\Delta v}{D},\qquad D=U-E+\frac{2t^2U}{E^2},\qquad F=E+\frac{\Delta v^2}{D}. \tag{3}
$$

**Counting the solutions.** Set $e=E/U$, $s=t^2/U^2$, $w=e(1-e)$ and $Q=ew+2s$. Then $D/U=Q/e^2$, and (1) and (3) give

$$
\rho^2=\frac{e^2w(w+4s)}{Q^2}.
$$

Since $Q^2=e^2w^2+4sew+4s^2$ and $ew-e^2w=w^2$,

$$
1-\rho^2=\frac{4s(w^2+s)}{Q^2}>0. \tag{4}
$$

To differentiate (4) we need $w'=1-2e$ and $Q'=2e-3e^2$, primes here meaning $d/de$:

$$
\begin{aligned}
(w^2+s)'Q-2(w^2+s)Q'
&=2w(1-2e)(ew+2s)-2e(2-3e)(w^2+s)\\
&=-2ew^2(1-e)+2se\left[2(1-e)(1-2e)-2+3e\right]\\
&=-2w^3+2se^2(4e-3).
\end{aligned}
$$

Therefore

$$
\frac{d\rho^2}{de}=\frac{8se^2}{Q^3}\left[e(1-e)^3-s(4e-3)\right].
$$

For $0<e\le3/4$ the bracket is positive. On $(3/4,1)$ the first term falls, its derivative being $(1-e)^2(1-4e)<0$, while $s(4e-3)$ rises. At $e=1$ the bracket equals $-s$. It therefore has one zero $E_c$ in $(0,U)$, fixed by

$$
E_c(U-E_c)^3=t^2U(4E_c-3U),\qquad \tfrac34U<E_c<U. \tag{5}
$$

So $\rho^2$ rises from $0$ to one maximum $\rho_c^2$ and falls back to $0$. The first excited singlet has two functional values for $0<|\rho|<\rho_c$ and none for $|\rho|>\rho_c$. By (4), $\rho_c<1$.

**Shape of the branches.** From $F=E-\Delta v\,\rho$ and $dE=\rho\,d\Delta v$ follow $dF/d\rho=-\Delta v$ and $d^2F/d\rho^2=-1/\rho_1'$. By (3), $\rho$ and $\Delta v$ have opposite signs.

- For $E_c<E\le U$, $|\rho|$ grows with $|\Delta v|$, so $\rho_1'<0$ and $F$ is convex. This branch contains $\Delta v=0$, where $F=U$.
- For $0<E<E_c$, $|\rho|$ shrinks as $|\Delta v|$ grows, so $\rho_1'>0$ and $F$ is concave on each side of $\rho=0$.

As $E\to0$, $\Delta v^2\approx4t^2U/E$ and $D\approx2t^2U/E^2$. Hence $|\rho|\approx E^{3/2}/(t\sqrt U)$ and $\Delta v^2/D\approx2E$, so

$$
F\approx3E\approx3(t^2U\rho^2)^{1/3}.
$$

The concave branch thus has a cusp at $\rho=0$. Its value $F=0$ there is a limit, approached as $|\Delta v|\to\infty$, and belongs to no finite potential.

**Kind of stationary point.** At fixed $\rho$ the states form a curve on which $\Delta v\,\rho$ is constant, so $\langle T+W\rangle$ varies as $\langle H-E\rangle$. Since $(H-E)\psi=0$, its second-order change is $\langle\delta|H-E|\delta\rangle$, with $\delta$ tangent to the curve. The tangent is orthogonal to $\psi$ and to $\hat\rho\psi$. Number the other two eigenstates 1 and 2 in this paragraph, whatever their level, with $w_1,w_2$ and $g_1,g_2$ their matrix elements and gaps. In their basis the unit vector of the tangent is $(-w_2,w_1)/|w|$, where $|w|^2=w_1^2+w_2^2$. With (2),

$$
\langle\delta|H-E|\delta\rangle=\frac{g_1w_2^2+g_2w_1^2}{|w|^2}=\frac{g_1g_2}{|w|^2}\left(\frac{w_1^2}{g_1}+\frac{w_2^2}{g_2}\right)=-\frac{g_1g_2}{2|w|^2}\,E_j'' .
$$

For the middle singlet $g_1g_2<0$, so the sign is that of $\rho_1'$. Among real singlets, the convex branch is a local maximum of the constrained search and the concave branch a local minimum. If complex amplitudes are admitted, an imaginary variation $i(\alpha_1,\alpha_2)$ also keeps the density to first order and gives $g_1\alpha_1^2+g_2\alpha_2^2$, which takes both signs, so both branches become saddle points. Neither is found by a global minimization.

## How the domain depends on $U/t$

At fixed $e$, the derivative of (4) with respect to $s$ is

$$
\frac{4\left[(w^2+2s)Q-4s(w^2+s)\right]}{Q^3}=\frac{4\left[ew^3+2sw(e-w)\right]}{Q^3}>0,
$$

because $e-w=e^2$. So $\rho^2$ falls with $s$ at every $e$, and so does its maximum: $\rho_c$ rises with $U/t$.

For $U\ll t$, (5) gives $e\to3/4$, and $\rho_c^2\approx4se^3(1-e)/(4s^2)=27/(256s)$. Hence $\rho_c\approx(3\sqrt3/16)\,U/t$. At $U/t=0.5$ this is $0.162$, against the computed $0.161$. The domain shrinks to a point as $U\to0$.

For $U\gg t$, put $\delta=1-e$. Then (5) gives $\delta^3\approx s$, and in (4) $(w^2+s)/Q^2\approx1+2\delta+s/\delta^2\approx1+3\delta$. Therefore

$$
1-\rho_c\approx\frac{2t^2}{U^2}\left[1+3\left(\frac tU\right)^{2/3}\right].
$$

The correction dies out slowly. At $U/t=16$ the leading term is $0.0078$, the corrected one $0.0115$, and the computed value $0.0116$.

## The case $t=1$, $U=4$

Energies are in units of $t$. Equation (5) gives $E_c=3.1292$, hence $\Delta v_c=1.3680$ and $\rho_c=0.8105$. The density $\rho=-0.5$ lies inside the domain, and two positive potentials produce it.

On the convex branch $\Delta v=0.30196$ and $E_1=3.91739$. Then $D=0.08261+8/3.91739^2=0.6039$, which returns $\rho=-0.30196/0.6039=-0.500$, and

$$
F=3.91739+0.5\times0.30196=4.0684 .
$$

On the concave branch $\Delta v=4.12194$ and $E_1=1.21102$. Then $D=2.78898+8/1.21102^2=8.2439$, again $\rho=-0.500$, and

$$
F=1.21102+0.5\times4.12194=3.2720 .
$$

The tempting value $4.0625$ is a fair approximation to the first of these and misses the second. The two states share a density but differ in character: the covalent weight is $0.018$ in the first and $0.461$ in the second.

A direct scan of the constraint curve finds four stationary values: minima at $0.4846$ and $3.2720$, maxima at $4.0684$ and $4.7627$. The outer two belong to the ground and the highest singlet.

At the edge the branches meet with a common slope. There $|\rho|\approx\rho_c-\tfrac12\kappa(|\Delta v|-\Delta v_c)^2$, so at a distance $x=\rho_c-|\rho|$ the two potentials differ in size by $2\sqrt{2x/\kappa}$. Since $dF/d|\rho|=|\Delta v|$, integration gives the gap $\tfrac43\sqrt{2/\kappa}\,x^{3/2}$. With $\kappa=0.158$ and $x=10^{-4}$ this is $4.74\times10^{-6}$, in agreement with the computed gap.

## Recovering the energy

For a given $\Delta v$, make $F(\rho)+\Delta v\,\rho$ stationary. The condition $dF/d\rho=-\Delta v$ selects the branch:

- If $|\Delta v|<\Delta v_c$, $E_1$ is the minimum over the convex branch. At $\Delta v=1$ it is $3.4259$, at $\rho=-0.796$.
- If $|\Delta v|>\Delta v_c$, $E_1$ is the maximum over that half of the concave branch where $\rho$ and $\Delta v$ have opposite signs. At $\Delta v=3$ it is $1.8806$, at $\rho=-0.685$.

Both energies agree with diagonalization to the digits shown. The density alone does not tell which branch applies; the size of the potential does.

An ensemble of the two lowest singlets avoids this ambiguity. Since $E_0+E_1=2U-E_2$,

$$
(1-w)E_0+wE_1=(1-2w)E_0+w(2U-E_2),
$$

where $w$ now denotes the weight of the excited state. For $0\le w\le\tfrac12$ this is strictly concave in $\Delta v$, because $E_0''<0$ and $E_2''>0$. The ensemble density is then monotone in $\Delta v$ and fixes the potential uniquely, although the density of the first excited singlet does not. The computed values are collected in the numerical output below.

## Computed values

```
hopping t = 1.0, repulsion U = 4.0 (energies in t)
edge: energy Ec = 3.129159 t
edge: potential dvc = 1.368049 t
edge: density rho_c = 0.810521
edge: functional F = 4.237991 t
chosen density rho = -0.50
convex branch: dv = 0.301963 t, E1 = 3.917386 t
  F = 4.068367 t
  weights: site1^2 0.741086, site2^2 0.241086, covalent 0.017828
concave branch: dv = 4.121942 t, E1 = 1.211020 t
  F = 3.271991 t
  weights: site1^2 0.519320, site2^2 0.019320, covalent 0.461361
curve scan at this density, stationary values in t:
  min: 0.484591
  min: 3.271991
  max: 4.068367
  max: 4.762692
real energies E at this density (t): -1.657666 1.211020 3.917386 4.906135
|rho|, F convex (t), F concave (t):
  0.1  4.002508  1.091254
  0.2  4.010128  1.766385
  0.4  4.042235  2.832249
  0.6  4.103483  3.656260
  0.8  4.225938  4.220825
F convex at rho=0: 4.000000 t
U/t, rho_c:
   0.5  0.160507
   1.0  0.310467
   2.0  0.552667
   4.0  0.810521
   8.0  0.948255
  16.0  0.988368
weak-U coefficient 3*sqrt(3)/16 = 0.324760
small-density law, F/law at dv=300 t: 1.000044
edge curvature kappa = 0.15794 / t^2
gap at rho_c - 1e-04: 4.7447e-06 t, law 4.7447e-06 t
variational recovery: dv (t), rho, E found (t), E1 diag (t)
  1.0  -0.79632  3.425859  3.425859
  3.0  -0.68470  1.880575  1.880575
```
